# Spin-Hall torque efficiency with finite real mixing conductance: verification in Python

```python
# RESULT UNDER TEST: damping-like spin-orbit torque efficiency of a heavy metal
#   xi = theta * [1 - sech(d/lam)] * T,   T = 2 Gr / (2 Gr + gd),
#   gd = (sigma/lam) tanh(d/lam)
# theta: spin Hall angle; d: metal thickness; lam: spin diffusion length;
# sigma: conductivity; Gr: real mixing conductance per area (one-spin convention).
# V = (spin splitting of chemical potential)/(2e); spin current js in charge units:
#   js = theta sigma E s - sigma dV/dz,   d(js)/dz = -sigma V/lam^2,
# js = 0 at the free surface z = 0; js = K V at the magnet z = d.
# The independent side is a finite-volume solution for all three spin components.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import curve_fit
from scipy.sparse import diags, identity, kron, lil_matrix
from scipy.sparse.linalg import spsolve

hbar, e = const.hbar, const.e
mu_B = const.physical_constants["Bohr magneton"][0]
gamma = 2 * mu_B / hbar                      # g = 2

# Rough typical values for a platinum/cobalt-like line (SI inside the program)
rho, lam, theta, d = 40e-8, 2.0e-9, 0.20, 5.0e-9
Gr, Ms, tF, j = 0.6e15, 1.2e6, 1.2e-9, 1.0e11
sigma = 1 / rho
E = j / sigma
s = np.array([0.0, 1.0, 0.0])                # spin Hall polarization
m = np.array([0.5, 0.4, 0.8])
m = m / np.linalg.norm(m)                    # general magnetization direction


def contact(G_real, G_imag=0.0, G_long=0.0, axis=m):
    """Matrix K: 2Gr m x (V x m) + 2Gi V x m + 2G_long m (m.V)."""
    along = np.outer(axis, axis)
    cross = np.array([np.cross(unit, axis) for unit in np.eye(3)]).T
    return 2 * (G_real * (np.eye(3) - along) + G_imag * cross + G_long * along)


def solve_slab(length, K, field, V_applied=np.zeros(3), n=2000,
               lam_cells=None, theta_cells=None):
    """Finite volumes; the contact carries js = K (V_face - V_applied)."""
    h = length / n
    lam_c = np.full(n, lam) if lam_cells is None else lam_cells
    th_c = np.full(n, theta) if theta_cells is None else theta_cells
    faces = np.full(n, 2.0)
    faces[0] = faces[-1] = 1.0
    main = sigma / h * faces + h * sigma / lam_c**2
    off = np.full(n - 1, -sigma / h)
    A = kron(diags([off, main, off], [-1, 0, 1]), identity(3)).tolil()
    inverse = np.linalg.inv(K + 2 * sigma / h * np.eye(3))
    block = K @ inverse * (2 * sigma / h)
    drive = inverse @ (sigma * th_c[-1] * field * s + K @ V_applied)
    fixed = K @ (drive - V_applied)
    last = lil_matrix((3 * n, 3 * n))
    last[3 * n - 3:, 3 * n - 3:] = block
    source = sigma * field * (th_c[:-1] + th_c[1:]) / 2
    rhs = np.zeros((n, 3))
    rhs[:-1] -= source[:, None] * s
    rhs[1:] += source[:, None] * s
    rhs[-1] -= fixed
    V = spsolve((A + last).tocsc(), rhs.ravel()).reshape(n, 3)
    V_face = drive + inverse @ V[-1] * (2 * sigma / h)
    return (np.arange(n) + 0.5) * h, V, V_face, block @ V[-1] + fixed


def source_conductance(thick, sig=sigma, L=lam):
    return sig / L * np.tanh(thick / L)


def efficiency(thick, G=Gr, th=theta, sig=sigma, L=lam):
    T_value = 2 * G / (2 * G + source_conductance(thick, sig, L))
    return th * (1 - 1 / np.cosh(thick / L)) * T_value


def close(a, b, tol):
    return np.linalg.norm(np.asarray(a) - b) <= tol * np.linalg.norm(b)


bulk = 1 - 1 / np.cosh(d / lam)
gd = source_conductance(d)
T = 2 * Gr / (2 * Gr + gd)
xi = efficiency(d)
a = 2 * Gr * lam / sigma
s_perp = np.cross(m, np.cross(s, m))

# Torque for a general magnetization; contact along m must not matter
for G_long in (0.0, 0.3e15, 5e15):
    js = solve_slab(d, contact(Gr, 0.0, G_long), E)[3]
    absorbed = js - m * (m @ js)
    assert close(absorbed, xi * j * s_perp, 1e-5)
B_DL = hbar * xi * j / (2 * e * Ms * tF)
rate = mu_B / e * absorbed / (Ms * tF)       # moment delivered by the electrons
assert close(rate, -gamma * np.cross(m, B_DL * np.cross(m, s)), 1e-5)

# Other thicknesses and contacts, magnetization perpendicular to s
x_axis = np.array([1.0, 0.0, 0.0])
for thick, G in ((1e-9, 0.1e15), (3e-9, 2e15), (12e-9, 0.6e15)):
    js = solve_slab(thick, contact(G, axis=x_axis), E)[3]
    assert close(js[1], efficiency(thick, G) * j, 1e-4)

# Spin potential profile
C, S = np.cosh(d / lam), np.sinh(d / lam)


def profile(z):
    weight = ((C - 1) + a * S) / (S + a * C)
    return theta * E * lam * (np.sinh(z / lam) - weight * np.cosh(z / lam))


z, V, V_face, js = solve_slab(d, contact(Gr, axis=x_axis), E)
assert close(V[:, 1], profile(z), 1e-5)

# Norton elements, each from its own problem
sink = 1e7 * sigma / lam * np.eye(3)
short = solve_slab(d, sink, E)[3][1]
assert close(short, theta * j * bulk, 1e-5)
V_open = solve_slab(d, np.zeros((3, 3)), E)[2][1]
assert close(V_open, theta * E * lam * np.tanh(d / (2 * lam)), 1e-5)
unit_drive = solve_slab(d, sink, 0.0, V_applied=s)[3][1]
assert close(-unit_drive, gd, 1e-5)

# Thin-film limit does not contain the mixing conductance
thin = 0.01 * lam
for G in (Gr, 4 * Gr):
    js_thin = solve_slab(thin, contact(G, axis=x_axis), E, n=50)[3][1]
    assert close(js_thin / j, theta * thin**2 / (2 * lam**2), 0.02)

# Thick-film expansion: q = exp(-d/lam)
q, a_sym = sp.symbols("q a", positive=True)
sech_q, tanh_q = 2 * q / (1 + q**2), (1 - q**2) / (1 + q**2)
shape = sp.together((1 - sech_q) * (1 + a_sym) / (a_sym + tanh_q))
coeffs = [sp.simplify(sp.diff(shape, q, k).subs(q, 0) / sp.factorial(k))
          for k in range(3)]
assert coeffs[0] == 1 and coeffs[1] == -2
assert sp.simplify(coeffs[2] - 2 / (1 + a_sym)) == 0

# Thickness series analysed as if the interface were fully transparent
series_nm = np.arange(3.0, 16.0)
xi_series = efficiency(series_nm * 1e-9)
fit, _ = curve_fit(lambda t, th, L: th * (1 - 1 / np.cosh(t / L)),
                   series_nm, xi_series, p0=(0.1, 2.0))
theta_fit, lam_fit = fit
misfit = np.max(np.abs(theta_fit * (1 - 1 / np.cosh(series_nm / lam_fit))
                       / xi_series - 1))
xi_inf = theta * a / (1 + a)
assert abs(theta_fit / xi_inf - 1) < 0.03
assert 0.85 * lam < lam_fit * 1e-9 < lam and misfit < 0.05

# Spin pumping: dissipated power must equal the magnetic damping power
G_eff = 1 / (1 / (2 * Gr) + 1 / gd)
d_alpha = gamma * (hbar / (2 * e))**2 * G_eff / (Ms * tF)
omega = 2 * np.pi * 10e9
V_pump = hbar * omega / (2 * e)
zp, Vp, Vp_face, jp = solve_slab(d, contact(Gr, axis=x_axis), 0.0, V_pump * s)
h = zp[1] - zp[0]
u, u_face = Vp[:, 1], Vp_face[1]
heat = (h * sigma * np.sum(u**2) / lam**2 + sigma * np.sum(np.diff(u)**2) / h
        + 2 * sigma * (u_face - u[-1])**2 / h + 2 * Gr * (V_pump - u_face)**2)
assert close(heat, Ms * tF / gamma * d_alpha * omega**2, 1e-5)
assert close(-jp[1] / V_pump / gd, T, 1e-5)

# Neglected: imaginary mixing conductance (20 % of the real one)
Gi = 0.2 * Gr
G_complex = Gr + 1j * Gi
xi_c = theta * bulk * 2 * G_complex / (2 * G_complex + gd)
js_c = solve_slab(d, contact(Gr, Gi), E)[3]
assert close(js_c, j * (xi_c.real * s_perp + xi_c.imag * np.cross(s, m)), 1e-5)

# Neglected: spin-memory-loss layer without spin Hall effect at the interface
t_loss, lam_loss = 0.5e-9, 0.6e-9
in_metal = np.arange(2200) < 2000
js_loss = solve_slab(d + t_loss, contact(Gr, axis=x_axis), E, n=2200,
                     lam_cells=np.where(in_metal, lam, lam_loss),
                     theta_cells=np.where(in_metal, theta, 0.0))[3][1]
xi_loss = js_loss / j

# Neglected: ballistic incidence, if the stated Gr were the bare value
rho_mfp = 0.5e-15                            # resistivity times mean free path
mfp = rho_mfp / rho
G_sharvin = 3 / (8 * rho_mfp)                # one spin, spherical Fermi surface
G_corrected = 1 / (1 / Gr - 1 / (2 * G_sharvin))
xi_ballistic = efficiency(d, G_corrected)

# Neglected: second-order current, dephasing, shunting, heating, temperature
second_order = theta * (V_face[1] - profile(0.0)) / (E * d)
dephasing = 1.0e-9
unabsorbed = np.exp(-2 * tF / dephasing)
rho_F = 50e-8
shunt = (tF / rho_F) / (tF / rho_F + d / rho)
t_ox, k_ox = 100e-9, 1.4
heating = E**2 * (d / rho + tF / rho_F) * t_ox / k_ox
temp_coeff, dT = 0.002, 60.0
r = 1 + temp_coeff * dT                      # theta ~ rho, lam ~ 1/rho
xi_hot = efficiency(d, Gr, theta * r, sigma / r, lam / r)

print(f"metal thickness d = {d*1e9:.1f} nm")
print(f"resistivity = {rho*1e8:.0f} uOhm cm")
print(f"conductivity sigma = {sigma:.3e} S/m")
print(f"spin diffusion length = {lam*1e9:.2f} nm")
print(f"spin Hall angle theta = {theta:.3f}")
print(f"real mixing conductance Gr = {Gr:.2e} S/m^2")
print(f"magnetization = {Ms/1e3:.0f} kA/m, magnet thickness = {tF*1e9:.1f} nm")
print(f"current density in metal = {j/1e4:.1e} A/cm^2")
print(f"electric field E = {E/100:.1f} V/cm")
print(f"ratio d/lambda = {d/lam:.3f}")
print(f"contact ratio a = 2 Gr lambda/sigma = {a:.4f}")
print(f"sigma/lambda = {sigma/lam:.4e} S/m^2")
print(f"source conductance gd = {gd:.4e} S/m^2")
print(f"bulk factor 1 - sech(d/lambda) = {bulk:.4f}")
print(f"perfect-sink efficiency = {theta*bulk:.4f}")
print(f"transparency T = {T:.4f}")
print(f"damping-like efficiency xi = {xi:.4f}")
print(f"xi from finite volumes = {js[1]/j:.4f}")
print(f"open-circuit spin potential = {V_open*1e6:.2f} uV")
print(f"spin potential at magnet = {V_face[1]*1e6:.2f} uV")
print(f"spin potential at free surface = {profile(0.0)*1e6:.2f} uV")
print(f"damping-like field = {B_DL*1e3:.3f} mT")
print(f"thick-film efficiency = {xi_inf:.4f}")
print(f"thick-film transparency = {a/(1+a):.4f}")
print(f"fit range = {series_nm[0]:.0f} to {series_nm[-1]:.0f} nm, step 1 nm")
print(f"T=1 fit: apparent spin Hall angle = {theta_fit:.4f}")
print(f"T=1 fit: apparent diffusion length = {lam_fit:.3f} nm")
print(f"T=1 fit: largest relative misfit = {100*misfit:.2f} %")
print(f"pumping conductance G_eff = {G_eff:.4e} S/m^2")
print(f"added damping = {d_alpha:.5f}")
print(f"imaginary part assumed Gi/Gr = {Gi/Gr:.2f}")
print(f"with Gi: damping-like efficiency = {xi_c.real:.4f}")
print(f"with Gi: field-like efficiency = {xi_c.imag:.4f}")
print(f"loss layer = {t_loss*1e9:.1f} nm, its length = {lam_loss*1e9:.1f} nm")
print(f"with loss layer: efficiency = {xi_loss:.4f}")
print(f"resistivity x mean free path = {rho_mfp*1e15:.2f} fOhm m^2")
print(f"mean free path = {mfp*1e9:.2f} nm, over lambda = {mfp/lam:.3f}")
print(f"Sharvin conductance per spin = {G_sharvin:.2e} S/m^2")
print(f"Gr if stated value were bare = {G_corrected:.2e} S/m^2")
print(f"efficiency if stated Gr were bare = {xi_ballistic:.4f}")
print(f"second-order change of mean current = {100*second_order:.2f} %")
print(f"dephasing length assumed = {dephasing*1e9:.1f} nm")
print(f"spin left after round trip in magnet = {100*unabsorbed:.1f} %")
print(f"magnet resistivity = {rho_F*1e8:.0f} uOhm cm")
print(f"share of current in magnet = {100*shunt:.1f} %")
print(f"oxide = {t_ox*1e9:.0f} nm, conductivity = {k_ox:.1f} W/(m K)")
print(f"steady Joule heating = {heating:.2f} K")
print(f"temperature coefficient = {temp_coeff:.4f} 1/K, rise = {dT:.0f} K")
print(f"efficiency at 85 C (from 25 C) = {xi_hot:.4f}")
print("finished without a failed check")
```

It prints:

```
metal thickness d = 5.0 nm
resistivity = 40 uOhm cm
conductivity sigma = 2.500e+06 S/m
spin diffusion length = 2.00 nm
spin Hall angle theta = 0.200
real mixing conductance Gr = 6.00e+14 S/m^2
magnetization = 1200 kA/m, magnet thickness = 1.2 nm
current density in metal = 1.0e+07 A/cm^2
electric field E = 400.0 V/cm
ratio d/lambda = 2.500
contact ratio a = 2 Gr lambda/sigma = 0.9600
sigma/lambda = 1.2500e+15 S/m^2
source conductance gd = 1.2333e+15 S/m^2
bulk factor 1 - sech(d/lambda) = 0.8369
perfect-sink efficiency = 0.1674
transparency T = 0.4932
damping-like efficiency xi = 0.0825
xi from finite volumes = 0.0825
open-circuit spin potential = 13.57 uV
spin potential at magnet = 6.88 uV
spin potential at free surface = -14.66 uV
damping-like field = 1.887 mT
thick-film efficiency = 0.0980
thick-film transparency = 0.4898
fit range = 3 to 15 nm, step 1 nm
T=1 fit: apparent spin Hall angle = 0.0977
T=1 fit: apparent diffusion length = 1.928 nm
T=1 fit: largest relative misfit = 1.66 %
pumping conductance G_eff = 6.0820e+14 S/m^2
added damping = 0.00805
imaginary part assumed Gi/Gr = 0.20
with Gi: damping-like efficiency = 0.0834
with Gi: field-like efficiency = 0.0083
loss layer = 0.5 nm, its length = 0.6 nm
with loss layer: efficiency = 0.0266
resistivity x mean free path = 0.50 fOhm m^2
mean free path = 1.25 nm, over lambda = 0.625
Sharvin conductance per spin = 7.50e+14 S/m^2
Gr if stated value were bare = 1.00e+15 S/m^2
efficiency if stated Gr were bare = 0.1035
second-order change of mean current = 2.15 %
dephasing length assumed = 1.0 nm
spin left after round trip in magnet = 9.1 %
magnet resistivity = 50 uOhm cm
share of current in magnet = 16.1 %
oxide = 100 nm, conductivity = 1.4 W/(m K)
steady Joule heating = 1.70 K
temperature coefficient = 0.0020 1/K, rise = 60 K
efficiency at 85 C (from 25 C) = 0.0968
finished without a failed check
```
